# Mean surface lifetime of a two-arm inhibitor with rebinding: test program

```python
# Result under test: a molecule held by two equivalent arms, both bound at
# the start, has mean surface lifetime tau = (3k + r) / (2 k^2).
#   k : detachment rate of each bound arm (1/s)
#   r : rebinding rate of a single free arm (1/s)
# The molecule is lost for good when both arms are free.
# Extensions: k_last = detachment rate of the last bound arm,
#   block = rate at which a vacated site is permanently taken,
#   removal = rate at which the whole molecule is destroyed.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


# ---------- derived formulas ----------
def tau_formula(k, r):
    return (3 * k + r) / (2 * k**2)


def decay_rates(k, r):
    fast = (3 * k + r + np.sqrt(k**2 + 6 * k * r + r**2)) / 2
    return fast, 2 * k**2 / fast


def survival_formula(t, k, r):
    fast, slow = decay_rates(k, r)
    top = fast * np.exp(-slow * t) - slow * np.exp(-fast * t)
    return top / (fast - slow)


def tau_unequal(k, k_last, r):
    return (2 * k + k_last + r) / (2 * k * k_last)


def tau_blocked(k, r, b):
    return 1 / k + (k + b + r) / (2 * k * (k + b))


def tau_removed(k, r, d):
    return (3 * k + r + d) / (d**2 + (3 * k + r) * d + 2 * k**2)


# ---------- direct model with labelled arms ----------
# States: both bound, left only, right only, one bound with other site taken.
def generator(k, r, k_last=None, block=0.0, removal=0.0):
    last = k if k_last is None else k_last
    leave = last + r + block
    matrix = np.array([[-2 * k, r, r, 0.0],
                       [k, -leave, 0.0, 0.0],
                       [k, 0.0, -leave, 0.0],
                       [0.0, block, block, -last]])
    return matrix - removal * np.eye(4)


def mean_life(matrix, start=0):
    initial = np.eye(4)[start]
    return -np.linalg.solve(matrix, initial).sum()


def survival_direct(t, matrix):
    return expm(matrix * t)[:, 0].sum()


def moments_by_quadrature(matrix):
    scale = -1 / np.linalg.eigvals(matrix).real.max()
    edges = np.array([0.0, 1.0, 5.0, 45.0])
    first = second = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        first += quad(lambda x: survival_direct(x * scale, matrix),
                      low, high, epsrel=1e-9)[0]
        second += quad(lambda x: 2 * x * survival_direct(x * scale, matrix),
                       low, high, epsrel=1e-9)[0]
    return first * scale, second * scale**2


def simulate_arms(k, r, count, rng):
    # Every arm carries its own clock; no merged states are used.
    bound = np.ones((count, 2), dtype=bool)
    clock = rng.exponential(1 / k, (count, 2))
    life = np.zeros(count)
    rebinds = np.zeros(count)
    alive = np.arange(count)
    while alive.size:
        arm = clock[alive].argmin(axis=1)
        now = clock[alive, arm]
        was_bound = bound[alive, arm]
        bound[alive, arm] = ~was_bound
        rebinds[alive] += ~was_bound
        next_rate = np.where(was_bound, r, k)
        clock[alive, arm] = now + rng.exponential(1, alive.size) / next_rate
        gone = ~bound[alive].any(axis=1)
        life[alive[gone]] = now[gone]
        alive = alive[~gone]
    return life, rebinds


def pulsed_mean_life(k, r, block_on, pulse, cycle):
    on = generator(k, r, block=block_on)
    off = generator(k, r)
    unit = np.eye(4)
    step_on = expm(on * pulse)
    step_off = expm(off * (cycle - pulse))
    dwell = np.linalg.solve(on, step_on - unit)
    dwell = dwell + np.linalg.solve(off, step_off - unit) @ step_on
    starts = np.linalg.solve(unit - step_off @ step_on, unit[0])
    return (dwell @ starts).sum()


# ---------- tests of the lifetime and its distribution ----------
largest_error = 0.0
for ratio in (0.0, 1.0, 4.0, 40.0):
    model = generator(1.0, ratio)
    first, second = moments_by_quadrature(model)
    tau = tau_formula(1.0, ratio)
    largest_error = max(largest_error, abs(first / tau - 1))
    assert abs(first / tau - 1) < 1e-7
    assert abs((second - first**2) / (tau**2 - 1) - 1) < 1e-6
    one_arm_start = (2 + ratio) / 2
    assert abs(mean_life(model, start=1) / one_arm_start - 1) < 1e-10
    for t in (0.05, 0.7, 3.0, 20.0):
        difference = survival_direct(t, model) - survival_formula(t, 1, ratio)
        assert abs(difference) < 1e-10
    # Late-time fraction of survivors that hang by one arm.
    late = expm(model * 30.0)[:, 0]
    fraction = (late[1] + late[2]) / late.sum()
    assert abs(fraction - decay_rates(1.0, ratio)[1]) < 1e-8
    # Early loss is quadratic; the next term is smaller by about (3k+r)t/3.
    early = 1e-3 / (3 + ratio)
    loss = 1 - survival_direct(early, generator(1.0, ratio))
    assert abs(loss / early**2 - 1) < 2e-3

sample_ratio = 4.0
sample_size = 40000
life, rebinds = simulate_arms(1.0, sample_ratio, sample_size,
                              np.random.default_rng(12345))
root_n = np.sqrt(sample_size)
sample_tau = tau_formula(1.0, sample_ratio)
sample_error = life.std() / root_n
squares = (life - life.mean())**2
# Statistical tolerances: four and a half standard errors.
assert abs(life.mean() - sample_tau) < 4.5 * sample_error
assert abs(squares.mean() - (sample_tau**2 - 1)) < 4.5 * squares.std() / root_n
assert abs(rebinds.mean() - sample_ratio) < 4.5 * rebinds.std() / root_n

# ---------- tests of the extensions ----------
for ratio in (0.5, 4.0, 40.0):
    for x in (0.02, 0.6, 7.0):
        pairs = (
            (mean_life(generator(1, ratio, k_last=x)),
             tau_unequal(1, x, ratio)),
            (mean_life(generator(1, ratio, block=x)),
             tau_blocked(1, ratio, x)),
            (mean_life(generator(1, ratio, removal=x)),
             tau_removed(1, ratio, x)))
        for direct, formula in pairs:
            assert abs(direct / formula - 1) < 1e-9
    # Without an available site the gain from rebinding disappears.
    assert abs(mean_life(generator(1, ratio, block=1e7)) - 1.5) < 1e-4

# ---------- worked example: rough, round model parameters ----------
kB_eV = const.k / const.e
temperature = 423.0          # K
detach_energy = 1.30         # eV
detach_prefactor = 1e13      # 1/s
rebind_energy = 1.00         # eV
rebind_prefactor = 1e11      # 1/s
cycle_time = 10.0            # s
cycles = 100


def rates(temp):
    thermal = kB_eV * temp
    return (detach_prefactor * np.exp(-detach_energy / thermal),
            rebind_prefactor * np.exp(-rebind_energy / thermal))


k, r = rates(temperature)
tau = tau_formula(k, r)
fast, slow = decay_rates(k, r)
spread = np.sqrt(tau**2 - 1 / k**2)
model = generator(k, r)
quadrature_tau, quadrature_second = moments_by_quadrature(model)
assert abs(quadrature_tau / tau - 1) < 1e-7
assert abs(np.sqrt(quadrature_second - quadrature_tau**2) / spread - 1) < 1e-6
episodes = 1 + r / k
both_dwell = 1 / (2 * k)
one_dwell = 1 / (k + r)
assert abs(episodes * (both_dwell + one_dwell) / quadrature_tau - 1) < 1e-7

time_one_percent = brentq(lambda t: survival_formula(t, k, r) - 0.99, 0, tau)
assert abs(survival_direct(time_one_percent, model) - 0.99) < 1e-9
single_one_percent = -np.log(0.99) / k
run_time = cycles * cycle_time
two_arm_left = survival_direct(run_time, model)
one_arm_left = np.exp(-k * run_time)

apparent = 2 * detach_energy - (
    3 * k * detach_energy + r * rebind_energy) / (3 * k + r)
step = 0.05
log_change = np.log(mean_life(generator(*rates(temperature + step)))
                    / mean_life(generator(*rates(temperature - step))))
beta_change = (1 / (temperature + step) - 1 / (temperature - step)) / kB_eV
assert abs(log_change / beta_change - apparent) < 1e-5

# ---------- size of neglected effects ----------
arm_shift = 0.05             # eV
shift_factor = np.exp(arm_shift / (kB_eV * temperature))
tau_weak = mean_life(generator(k, r, k_last=k * shift_factor))
tau_strong = mean_life(generator(k, r, k_last=k / shift_factor))
hotter = 10.0                # K
tau_hot = mean_life(generator(*rates(temperature + hotter)))

pressure_torr = 0.1
precursor_mass_u = 72.0
site_area_nm2 = 0.15
pulse_time = 0.1             # s
mass = precursor_mass_u * const.atomic_mass
flux = pressure_torr * const.torr / np.sqrt(
    2 * np.pi * mass * const.k * temperature)
hit_rate = flux * site_area_nm2 * 1e-18
blocking = []
for probability, tolerance in ((1e-6, 0.01), (1e-4, 0.10)):
    # The averaged rate ignores pulse timing, so agreement is approximate.
    rate_on = hit_rate * probability
    rate_mean = rate_on * pulse_time / cycle_time
    pulsed = pulsed_mean_life(k, r, rate_on, pulse_time, cycle_time)
    averaged = tau_blocked(k, r, rate_mean)
    assert abs(averaged / pulsed - 1) < tolerance
    blocking.append((probability, rate_mean, pulsed, averaged))

destroyed_per_cycle = 0.001
removal_rate = -np.log(1 - destroyed_per_cycle) / cycle_time
tau_destroyed = mean_life(generator(k, r, removal=removal_rate))

# ---------- output ----------
print(f"largest relative error, quadrature vs formula: {largest_error:.1e}")
print(f"simulation, r/k: {sample_ratio:.0f}; molecules: {sample_size}")
print(f"simulated k*tau: {life.mean():.3f} +/- {sample_error:.3f}")
print(f"formula k*tau for simulation: {sample_tau:.3f}")
print(f"simulated mean rebindings: {rebinds.mean():.3f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kB_eV * temperature:.5f} eV")
print(f"detachment barrier: {detach_energy:.2f} eV")
print(f"detachment prefactor: {detach_prefactor:.0e} 1/s")
print(f"rebinding barrier: {rebind_energy:.2f} eV")
print(f"rebinding prefactor: {rebind_prefactor:.0e} 1/s")
print(f"k: {k:.4e} 1/s")
print(f"r: {r:.4e} 1/s")
print(f"r/k = mean number of rebindings: {r / k:.2f}")
print(f"one-arm inhibitor lifetime 1/k: {1 / k:.1f} s")
print(f"two arms without rebinding 3/(2k): {1.5 / k:.1f} s")
print(f"two-arm lifetime tau: {tau:.0f} s = {tau / 3600:.2f} h")
print(f"gain k*tau over one arm: {k * tau:.2f}")
print(f"large-r estimate r/(2k^2): {r / (2 * k**2):.0f} s")
print(f"lifetime from one-arm start: {mean_life(model, 1):.0f} s")
print(f"mean dwell with both arms bound: {both_dwell:.1f} s")
print(f"mean dwell with one arm bound: {one_dwell:.2f} s")
print(f"mean number of one-arm episodes: {episodes:.2f}")
print(f"fast decay rate: {fast:.4e} 1/s")
print(f"slow decay rate: {slow:.4e} 1/s")
print(f"standard deviation of lifetime: {spread:.0f} s")
print(f"late one-arm fraction of survivors: {100 * slow / k:.2f} %")
print(f"cycle time: {cycle_time:.0f} s; number of cycles: {cycles}")
print(f"time to 1% loss, two arms: {time_one_percent:.1f} s")
print(f"time to 1% loss, one arm: {single_one_percent:.2f} s")
print(f"left after {run_time:.0f} s, two arms: {100 * two_arm_left:.1f} %")
print(f"left after {run_time:.0f} s, one arm: {100 * one_arm_left:.1f} %")
print(f"apparent energy of tau: {apparent:.3f} eV")
print(f"assumed last-arm energy shift: {arm_shift:.2f} eV")
print(f"tau, last arm weaker: {tau_weak:.0f} s")
print(f"tau, last arm stronger: {tau_strong:.0f} s")
print(f"tau, substrate {hotter:.0f} K hotter: {tau_hot:.0f} s")
print(f"precursor pressure: {pressure_torr:.1f} Torr")
print(f"precursor mass: {precursor_mass_u:.0f} u")
print(f"site area: {site_area_nm2:.2f} nm2; pulse: {pulse_time:.1f} s")
print(f"precursor hits per site during pulse: {hit_rate:.3e} 1/s")
for probability, rate_mean, pulsed, averaged in blocking:
    print(f"reaction probability per hit: {probability:.0e}")
    print(f"  cycle-averaged blocking rate: {rate_mean:.3e} 1/s")
    print(f"  tau with pulsed blocking: {pulsed:.0f} s")
    print(f"  tau from averaged blocking rate: {averaged:.0f} s")
print(f"destroyed per cycle: {100 * destroyed_per_cycle:.1f} %")
print(f"equivalent removal rate: {removal_rate:.4e} 1/s")
print(f"tau with coreactant removal: {tau_destroyed:.0f} s")
print("finished without a failed check")
```

It prints:

```
largest relative error, quadrature vs formula: 5.8e-15
simulation, r/k: 4; molecules: 40000
simulated k*tau: 3.491 +/- 0.017
formula k*tau for simulation: 3.500
simulated mean rebindings: 3.994
temperature: 423 K
thermal energy: 0.03645 eV
detachment barrier: 1.30 eV
detachment prefactor: 1e+13 1/s
rebinding barrier: 1.00 eV
rebinding prefactor: 1e+11 1/s
k: 3.2458e-03 1/s
r: 1.2180e-01 1/s
r/k = mean number of rebindings: 37.52
one-arm inhibitor lifetime 1/k: 308.1 s
two arms without rebinding 3/(2k): 462.1 s
two-arm lifetime tau: 6243 s = 1.73 h
gain k*tau over one arm: 20.26
large-r estimate r/(2k^2): 5780 s
lifetime from one-arm start: 6089 s
mean dwell with both arms bound: 154.0 s
mean dwell with one arm bound: 8.00 s
mean number of one-arm episodes: 38.52
fast decay rate: 1.3137e-01 1/s
slow decay rate: 1.6039e-04 1/s
standard deviation of lifetime: 6235 s
late one-arm fraction of survivors: 4.94 %
cycle time: 10 s; number of cycles: 100
time to 1% loss, two arms: 70.3 s
time to 1% loss, one arm: 3.10 s
left after 1000 s, two arms: 85.3 %
left after 1000 s, one arm: 3.9 %
apparent energy of tau: 1.578 eV
assumed last-arm energy shift: 0.05 eV
tau, last arm weaker: 1699 s
tau, last arm stronger: 24155 s
tau, substrate 10 K hotter: 2300 s
precursor pressure: 0.1 Torr
precursor mass: 72 u
site area: 0.15 nm2; pulse: 0.1 s
precursor hits per site during pulse: 3.019e+04 1/s
reaction probability per hit: 1e-06
  cycle-averaged blocking rate: 3.019e-04 1/s
  tau with pulsed blocking: 5751 s
  tau from averaged blocking rate: 5751 s
reaction probability per hit: 1e-04
  cycle-averaged blocking rate: 3.019e-02 1/s
  tau with pulsed blocking: 1043 s
  tau from averaged blocking rate: 1023 s
destroyed per cycle: 0.1 %
equivalent removal rate: 1.0005e-04 1/s
tau with coreactant removal: 3844 s
finished without a failed check
```
